# Solid solubility is not an absolute ceiling on active doping

A device calculation for a heavily doped silicon layer needs one number early on: the density of active donors. Suppose a 100 nm surface layer contains $5\times10^{20}$ antimony atoms per cm³, and the solubility at the 1273 K anneal is $4.5\times10^{19}$ cm⁻³. Should the donor density be capped at the solubility? At fixed mobility, the choice changes the sheet resistance about elevenfold, and about fourfold once the fall of mobility with doping is allowed for. The answer depends on how the layer was made and what was done to it afterwards.

## The belief and its appeal

The belief is that a crystal can hold only its solubility limit of substitutional dopants, so that any further dopants must be inactive. It is tempting because it is right in an important case. If dopants can move, have somewhere to precipitate and are given enough time, the active concentration does approach the solubility. The mistake is to turn this end point into a limit on every crystal.

"Active" here means substitutional, isolated and contributing one electron. The parameters are round values in the rough regime of antimony in laser-melted silicon. Concentrations $C$ are in cm⁻³, and $x=C/N$ is the fraction of the $N=5\times10^{22}$ cm⁻³ lattice sites.

## What solubility says

Let $n$ dopants occupy $M$ lattice sites, in contact with a nearly pure dopant phase. Moving one dopant from that phase into the crystal costs $g=\Delta H-T\Delta S$, not counting the choice of site. The number of arrangements is

$$W(n)=\frac{M!}{n!(M-n)!},\qquad \frac{W(n+1)}{W(n)}=\frac{M-n}{n+1}\simeq\frac{1-x}{x}.$$

Adding one dopant therefore changes the total free energy by

$$\Delta F=g-k_BT\ln\frac{1-x}{x}.$$

At equilibrium $\Delta F=0$, so $x/(1-x)=e^{-g/k_BT}$. For $x\ll1$ this becomes

$$C_{\rm eq}(T)=N e^{\Delta S/k_B}e^{-\Delta H/k_BT}.$$

With $\Delta H=0.55$ eV, $\Delta S=-2k_B$ and $k_BT=0.1097$ eV at 1273 K,

$$C_{\rm eq}=5\times10^{22}\times e^{-2}\times e^{-0.55/0.1097}=4.5\times10^{19}\ \text{cm}^{-3}.$$

Since $\Delta H>0$, this expression rises with temperature. At the melting point, 1685 K, it gives $1.53\times10^{20}$ cm⁻³. Within the model this is an upper bound on the solubility at any lower temperature. If the second phase also contains silicon, its dopant activity falls below that of the pure phase, and so does the equilibrium concentration in the crystal.

What happens above $C_{\rm eq}$? Substituting $g=-k_BT\ln(C_{\rm eq}/N)$ into $\Delta F$, again for small $x$, gives

$$\Delta F=k_BT\ln\frac{C}{C_{\rm eq}}.$$

A positive value means that adding a dopant costs free energy, and removing one releases the same amount. For the example this is $0.1097\ln(5\times10^{20}/4.5\times10^{19})=0.264$ eV. This counts only the arrangement of the dopants. Their electrons fill higher states at the higher concentration, and the rise of the Fermi level adds roughly another 0.33 eV in the same direction. The crystal can lower its free energy by expelling dopants, but the formula contains no time. It gives a direction and says nothing about the rate.

## How a moving front exceeds the limit

Let $x_l$ and $x_s$ be the dopant fractions in the liquid and solid at the freezing front. At rest they satisfy $x_s=k_ex_l$, with $k_e=0.02$: the crystal rejects most of the dopant.

Now let the front advance at speed $v$. Per unit area and time it sweeps in $Nvx_l$ dopants. Exchange across the interface returns some of them to the liquid. The net return must vanish when $x_s=k_ex_l$, and its simplest form is $Nv_D(x_s-k_ex_l)$, where the speed $v_D$ measures how fast atoms cross the interface. The solid keeps $Nvx_s$, so

$$vx_l-v_D(x_s-k_ex_l)=vx_s.$$

Collecting terms gives $(v+v_D)x_s=(v+k_ev_D)x_l$, and hence

$$k(v)\equiv\frac{x_s}{x_l}=\frac{k_e+v/v_D}{1+v/v_D}.$$

For $v\ll k_ev_D$ the equilibrium value $k_e$ returns. For $v\gg v_D$, $k$ tends to one: the dopants are buried before they can escape. With $v_D=0.6$ m/s and $v=3$ m/s,

$$k=\frac{0.02+5}{1+5}=0.837.$$

The balance is a model of the interface. It is equivalent to burying each site after an exponentially distributed random time. If every site is instead exposed for the same time, the excess $(1-k_e)x_l$ decays by $e^{-v_D/v}$, which gives $k=k_e+(1-k_e)e^{-v_D/v}=0.822$. At this speed the conclusion hardly depends on that choice. At 0.01 m/s, a speed used below, they differ more in relative terms: 0.036 against 0.020.

## What the layer receives

The partition coefficient relates the solid to the liquid beside it, so the liquid must be followed too. Let $z$ be the distance ahead of the front. In the frame of the front, liquid flows towards it, and a steady state requires

$$D_l\frac{dC_l}{dz}+vC_l=vC_0.$$

The right side is fixed by the distant melt, where the gradient vanishes and $C_l=C_0$. The solution is $C_l=C_0+Ae^{-vz/D_l}$. The solid removes $vkC_l(0)$, which must equal the supply $vC_0$, so $C_l(0)=C_0/k$ and

$$C_l(z)=C_0\left[1+\frac{1-k}{k}e^{-vz/D_l}\right].$$

The first solid forms from unenriched liquid and contains $kC_0$. In the steady state the solid contains $C_0$. For $D_l=10^{-4}$ cm²/s the enriched layer is $D_l/v=3.3$ nm thick, much thinner than the melt, and $k$ is close to one, so the steady state is soon reached. A numerical solution of diffusion in the shrinking melt gives $4.91\times10^{20}$ cm⁻³ after 10 nm and $5.00\times10^{20}$ cm⁻³ at half depth. The first solid, at $4.18\times10^{20}$ cm⁻³, is already above the solubility bound of $1.53\times10^{20}$ cm⁻³. The plateau exceeds that bound by a factor of 3.3.

A front at 0.01 m/s behaves differently. Now $k=0.0361$, and $D_l/v$ is 1000 nm, ten times the melt depth. The liquid is nearly uniform. When a fraction $f$ has frozen, conservation of dopant reads

$$d[(1-f)C_l]=-kC_l\,df.$$

Expanding the left side gives $(1-f)\,dC_l=(1-k)C_l\,df$. Integration from $C_l=C_0$ at $f=0$ and multiplication by $k$ give

$$C_s=kC_0(1-f)^{k-1}.$$

The first solid contains $1.8\times10^{19}$ cm⁻³. At half depth the formula gives $3.5\times10^{19}$, and the diffusion calculation, which allows for imperfect mixing, gives $3.57\times10^{19}$ cm⁻³. The rest of the dopant is pushed towards the surface. There the formula diverges as $f\to1$, and the dilute model fails.

With the same melt and the same dopant content, changing the front speed alone changes the concentration at half depth fourteenfold. With the fixed-time interface law the change would be about twenty-fivefold.

## Trapping has a limit of its own

Fast freezing does not remove thermodynamics. For freezing without a change of composition, the solid must have a lower free energy than liquid of the same composition.

For silicon, the free energy of solid minus liquid is $-k_Bs\,\Delta T$ per atom at an undercooling $\Delta T=T_m-T$, where $s=3.6$ is the melting entropy in units of $k_B$, taken as constant. For the dopant, equal chemical potentials at equilibrium read

$$\mu_s^0+k_BT\ln x_s=\mu_l^0+k_BT\ln x_l,$$

so $\mu_s^0-\mu_l^0=-k_BT\ln k_e=k_BT\ln(1/k_e)$. This is positive: the dopant prefers the liquid. At equal composition the mixing entropies cancel, leaving

$$\frac{G_s-G_l}{k_B}=-(1-x)s\,\Delta T+xT\ln(1/k_e).$$

Requiring this to be negative gives $x<x_{\max}$, with

$$x_{\max}=\frac{s\,\Delta T}{s\,\Delta T+T\ln(1/k_e)}.$$

For an assumed undercooling of 45 K, $T=1640$ K, and

$$x_{\max}=\frac{3.6\times45}{3.6\times45+1640\ln50}=0.0246.$$

This corresponds to $1.2\times10^{21}$ cm⁻³, above the 1% of sites needed here. The limit depends on the interface temperature and assumes that $k_e$ stays constant. It leaves out the rise of the Fermi level in the solid, which, with the band parameters given below, would lower the limit to between about 1.5% and 1.9% of sites, depending on the doping level at which $k_e$ applies. The margin is then narrower. It is a necessary condition for composition-preserving freezing, not a promise that every dopant below it will be active.

## Why the trapped state survives, and how it ends

After freezing, the dopants must move through solid silicon to precipitate. I take $D=D_0e^{-E_a/k_BT}$ with $D_0=0.2$ cm²/s and $E_a=3.6$ eV. During an assumed 0.1 µs near the melting point, the root-mean-square displacement $\sqrt{6Dt}$ is only 0.077 nm, even with the electronic enhancement of diffusion discussed below. The mean dopant spacing, $C_0^{-1/3}$, is 1.26 nm. There is too little time to precipitate.

For a later anneal, consider $N_p$ spherical sinks per unit volume, each of radius $R$. The concentration is $C_{\rm eq}$ at a sink and $C$ far away. In steady diffusion the inward current $J=4\pi r^2D\,dC/dr$ is the same at every radius. Integrating from $R$ to infinity gives

$$C-C_{\rm eq}=\frac{J}{4\pi D}\int_R^\infty\frac{dr}{r^2}=\frac{J}{4\pi DR}.$$

Each sink therefore removes $J=4\pi RD(C-C_{\rm eq})$ dopants per unit time, and

$$\frac{dC}{dt}=-4\pi RN_pD(C-C_{\rm eq}).$$

At constant temperature the excess decays exponentially:

$$C(t)=C_{\rm eq}+(C_0-C_{\rm eq})e^{-t/\tau},\qquad \tau=\frac{1}{4\pi RN_pD}.$$

Without mobility ($D\to0$) or without sinks ($N_p\to0$), $\tau$ is infinite and the supersaturated crystal persists. In this model both are needed for deactivation.

Take $R=1$ nm and $N_p=10^{18}$ cm⁻³. At 1273 K, $D=1.12\times10^{-15}$ cm²/s, so

$$\tau=\frac{1}{4\pi(10^{-7})(10^{18})(1.12\times10^{-15})}\simeq711\ \text{s}.$$

After one hour the excess has fallen to a fraction $e^{-3600/711}=0.0063$ of its initial value, and the active concentration is $4.8\times10^{19}$ cm⁻³. With the sinks held fixed, other temperatures give:

| $T$ (K) | $C_{\rm eq}$ (cm⁻³) | $\tau$ (s) | $C$ after 1 h (cm⁻³) |
|---:|---:|---:|---:|
| 300 | $3.9\times10^{12}$ | $10^{49}$ | $5.0\times10^{20}$ |
| 1073 | $1.8\times10^{19}$ | $3.2\times10^5$ | $4.95\times10^{20}$ |
| 1173 | $2.9\times10^{19}$ | $1.2\times10^4$ | $3.8\times10^{20}$ |
| 1273 | $4.5\times10^{19}$ | $7.1\times10^2$ | $4.8\times10^{19}$ |

Heating raises the solubility, yet in this table the hotter hour leaves fewer active dopants, because their diffusivity rises much faster. Once an hour is enough to remove the excess, still hotter anneals leave more active dopants again. The first row is an extrapolation, and allowing for the lower Fermi level of a lightly doped crystal raises its solubility by a factor between about 3 and 1000, depending on whether the quoted $\Delta H$ already absorbs the shift of the Fermi level along the solubility curve, but it still makes the point sharply. Even the slowly frozen layer is far above its room-temperature solubility. If that solubility were an absolute ceiling, ordinary heavy doping would be impossible too.

For a uniform layer of thickness $w$, the sheet resistance is $1/(e\mu Cw)$. With the mobility held at $\mu=80$ cm²/Vs, it is 15.6 ohm per square before the 1273 K anneal and 163 afterwards, if only the carriers in the original layer are counted. During that hour dopants also diffuse roughly 50 to 100 nm into the silicon below (measured to where the concentration falls to $10^{19}$ cm⁻³), and the carriers they supply there would lower the second figure to between about 105 and 120, depending on how strongly the doping speeds up diffusion.

## How far the numbers can be trusted

The solubility, partition and liquid-diffusion parameters are meant to be of the right order for antimony in pulsed-laser-melted silicon, where fronts move at metres per second. The fixed mobility is an illustrative choice. Empirical fits for arsenic and phosphorus in silicon give roughly 30 cm²/Vs at $5\times10^{20}$ cm⁻³ and 70 to 80 near $5\times10^{19}$, which would put the as-frozen sheet resistance at about 40 to 50 ohm per square and reduce the change on annealing to about fourfold. The sink density and radius are illustrative too. Since $\tau$ scales as $1/(RN_p)$, it is no better known than the sinks. It also rests on the use of intrinsic diffusion, which can change it greatly. At $5\times10^{20}$ cm⁻³ the Fermi level lies 0.149 eV above the conduction-band edge at 1273 K. For the assumed 0.75 eV gap and band masses, the intrinsic level lies about 0.383 eV below that edge. If singly negative vacancies carried all the diffusion, their number would rise by $e^{(0.149+0.383)/0.1097}\simeq128$, and the initial $\tau$ would fall from 711 s to about 6 s. The enhancement would weaken as dopants left solution. At 1073 K the same estimate gives a larger factor, about 380, and an initial $\tau$ of about 14 minutes, well below the one-hour anneal. Following the enhancement as it weakens gives, after one hour, about $1.4\times10^{20}$ cm⁻³ at 1073 K, $3.4\times10^{19}$ at 1173 K and $4.5\times10^{19}$ at 1273 K, so the last two rows change places. These figures keep the gap at 0.75 eV. With the wider gap of about 0.85 eV appropriate to 1073 K, the factor there is about 660 and the concentration after one hour about $1.0\times10^{20}$ cm⁻³. So neither the near-absence of loss in the 1073 K row of the table nor the ordering of its rows is a safe process prediction.

Other corrections are smaller. Sinks at this density have cells of radius 6.2 nm, not infinite surroundings. Solving diffusion in such a cell leaves 25% of the excess at time $\tau$, against 37% in the simple law. Letting precipitates grow from 0.3 to 1.49 nm, in place of the fixed radius and with surface energy left out, gives a $1/e$ time of 741 s.

The final level is also uncertain. A curved precipitate of radius $r$, atomic volume $\Omega$ and interface energy $\gamma$ raises the free energy of its dopants by $2\gamma\Omega/r$ each, because adding an atom enlarges its surface. If only the arrangement of the dissolved dopants counted, the solubility beside it would rise by $e^{2\gamma\Omega/(rk_BT)}$. For $\gamma=0.3$ J/m², $\Omega=0.030$ nm³ and $r=1.49$ nm, this factor is 2.0. But the Fermi level also rises with concentration and supplies part of the same free energy, so the factor is only about 1.4. The active concentration would then level off near $6\times10^{19}$ cm⁻³ until the precipitates coarsened. That is still far below the trapped value.

Precipitates are not the only sinks. Dopants may form small clusters, with or without vacancies, and so lose activity after shorter journeys. The rate law above would then need replacing. Some neighbours exist from the start: on a random diamond lattice, the chance that at least one of four adjacent sites holds a dopant is $1-(1-0.01)^4=3.9\%$. Even if all those dopants were inactive, the as-frozen layer would remain well above the solubility bound.

## Which number to use

For the freshly solidified layer, the starting estimate is the trapped substitutional concentration, provided the front is fast and planar, the crystal is sound and the trapping limit is respected. After an anneal long compared with the actual deactivation time, the solubility at the anneal temperature, corrected for small precipitates, is the better estimate, provided that precipitation rather than clustering sets the final level. Between these cases the active density depends on the thermal history, and a solubility curve alone cannot supply it. The remaining inputs and estimates are in the numerical output.

## Computed results

```
Inputs: sites 5.0e+22 cm^-3, melt C0 5.0e+20 cm^-3
Transfer enthalpy 0.55 eV, entropy -2.0 k_B
Melting T 1685 K, entropy 3.6 k_B
ke 0.020, vD 0.60 m/s, width 100 nm
Liquid diffusivity 1.0e-04 cm^2/s
Front speeds: fast 3.00, slow 0.01 m/s
D0 0.20 cm^2/s, Ea 3.60 eV
Sink radius 1.0 nm, density 1.0e+18 cm^-3
Dopant site fraction 1.00 %
Upper solubility bound at melting 1.53e+20 cm^-3
Implied melt activity coefficient 6.53
k fast 0.8367, k slow 0.0361
k fast, alternative stepwise law 0.8224
Fast first solid, k*C0 4.18e+20 cm^-3
Fast solid after 10 nm 4.91e+20 cm^-3
Fast solid at half depth 5.00e+20 cm^-3
Slow first solid, k*C0 1.80e+19 cm^-3
Slow solid at half depth 3.57e+19 cm^-3
Fast C0 / upper solubility bound 3.26
Interface undercooling 45 K
Partitionless limit 2.46 % of sites
Partitionless limit 1.23e+21 cm^-3
Liquid boundary layer 3.33 nm
Solute temperature shift 0.90 K
Capillary temperature shift 96.6 K
Melt/solid interface energy 0.4 J/m^2
Cooling time 1.0e-07 s, motion 0.077 nm
Mean dopant spacing 1.26 nm
Dopants with adjacent dopant 3.94 %
Anneal duration 3600 s; intrinsic D in table
T(K)  Ceq(cm^-3)  tau(s)  C after anneal(cm^-3)
300  3.90e+12  1.19e+49  5.00e+20
973  9.58e+18  1.76e+07  5.00e+20
1073  1.77e+19  3.23e+05  4.95e+20
1173  2.93e+19  1.17e+04  3.75e+20
1273  4.50e+19  7.11e+02  4.79e+19
Main anneal T 1273 K (1000 C)
Main anneal D 1.12e-15 cm^2/s
Driving force 0.264 eV per dopant
Extra electronic driving force 0.332 eV
Active fraction after anneal 9.6 %
Mobility assumed constant 80 cm^2/Vs
Sheet resistance before 15.6 ohm/square
Sheet resistance after 163.0 ohm/square
Fermi level above band edge 0.149 eV
Intrinsic electron density 7.72e+18 cm^-3
Band inputs: masses 1.1, 1.0; gap 0.75 eV
Possible diffusion speedup 128
Initial tau with that speedup 5.56 s
Sink cell radius 6.20 nm
Excess left at tau: simple 36.8 %
Excess left at tau: finite cell 24.9 %
Growing sinks: start 0.3, end 1.49 nm
Atomic volume in precipitate 0.030 nm^3
Growing-sink 1/e time 741 s
Precipitate interface energy 0.3 J/m^2
Capillary solubility factor 1.99
```
